# Convergence of the Restricted Møller–Plesset Series for the Hubbard Dimer: test program

```python
"""Restricted Moeller-Plesset series of the half-filled Hubbard dimer.

Result under test: H(lam) = H0 + lam*(H - H0), with H0 the sum of restricted
Fock operators, has ground-level exceptional points at lam = +-4i t/U.  The
series at lam = 1 converges for U <= 4t (algebraically at U = 4t) and
diverges for U > 4t.
Symbols: t hopping (energy unit, t = 1 in numerical work), U on-site
repulsion, lam perturbation parameter, E_n energy term of order n.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.optimize import linear_sum_assignment

# Fermion operators for the modes 1up, 2up, 1down, 2down
lower, parity, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)


def annihilator(mode):
    result = np.eye(1)
    for j in range(4):
        factor = parity if j < mode else (lower if j == mode else one)
        result = np.kron(result, factor)
    return result


c = [annihilator(m) for m in range(4)]
n = [a.T @ a for a in c]
hop_full = -sum(c[i].T @ c[j] for i, j in [(0, 1), (1, 0), (2, 3), (3, 2)])
rep_full = n[0] @ n[2] + n[1] @ n[3]

# Restricted mean field: occupations come from the bonding orbital
h_one = np.array([[0., -1.], [-1., 0.]])
bonding = np.linalg.eigh(h_one)[1][:, 0]
occupation = bonding**2
for U in (1., 5.):
    fock = h_one + U * np.diag(occupation)
    new_orbital = np.linalg.eigh(fock)[1][:, 0]
    assert np.allclose(new_orbital**2, occupation)
mean_full = sum(occupation[m % 2] * n[m] for m in range(4))

# Sector with one electron of each spin
keep = np.where((np.diag(n[0] + n[1]) == 1) & (np.diag(n[2] + n[3]) == 1))[0]
sector = np.ix_(keep, keep)
T, D, W = hop_full[sector], rep_full[sector], mean_full[sector]
vacuum = np.eye(16)[0]
pair = np.array([[(c[i].T @ c[2 + j].T @ vacuum)[keep] for j in range(2)]
                 for i in range(2)])
phi = np.einsum('i,j,ijs->s', bonding, bonding, pair)


def hamiltonian(lam, U):
    return T + U * W + lam * U * (D - W)


def exact_energy(U):
    return np.linalg.eigvalsh(T + U * D)[0]


# Exceptional points from the discriminant of the full four-state problem
t_s, U_s = sp.symbols('t U', positive=True)
lam_s, E_s = sp.symbols('lam E')


def to_exact(matrix):
    return sp.Matrix(4, 4, lambda i, j: sp.Rational(int(round(2 * matrix[i, j])), 2))


H_s = t_s * to_exact(T) + U_s * to_exact(W) + lam_s * U_s * to_exact(D - W)
char_poly = sp.expand((E_s * sp.eye(4) - H_s).det(method='berkowitz'))
disc = sp.factor(sp.discriminant(char_poly, E_s))
roots = sp.roots(sp.Poly(disc, lam_s))
assert sum(roots.values()) == 4 and roots[sp.Integer(0)] == 2
ep_roots = [r for r in roots if r != 0]
assert len(ep_roots) == 2
for sign in (1, -1):
    target = sign * 4 * sp.I * t_s / U_s
    assert any(sp.simplify(r - target) == 0 for r in ep_roots)

# Closed form of the two coupled levels against diagonalization, complex lam
for lam in (0.7, -1.3, 0.4 + 0.5j):
    levels = np.linalg.eigvals(hamiltonian(lam, 5.))
    root = np.sqrt(4 + lam**2 * 25 / 4 + 0j)
    for expected in (5 - 2.5 * lam + root, 5 - 2.5 * lam - root,
                     5 - 5 * lam, 5.):
        assert np.min(abs(levels - expected)) < 1e-10

# One eigenvector is lost at the exceptional point, none at lam = 0
U_loop = 5.
ep = 4j / U_loop
E_ep = U_loop - ep * U_loop / 2
M = hamiltonian(ep, U_loop) - E_ep * np.eye(4)
rank_ep = np.linalg.matrix_rank(M, tol=1e-8)
rank_ep_sq = np.linalg.matrix_rank(M @ M, tol=1e-8)
assert (rank_ep, rank_ep_sq) == (3, 2)
M0 = hamiltonian(0., U_loop) - U_loop * np.eye(4)
rank_zero = np.linalg.matrix_rank(M0, tol=1e-8)
assert rank_zero == 2


def levels_exchanged(center, radius, U, steps=1000):
    """Follow all levels once around a circle; count those that changed place."""
    start = np.linalg.eigvals(hamiltonian(center + radius, U))
    current = start.copy()
    for angle in np.linspace(0, 2 * np.pi, steps + 1)[1:]:
        lam = center + radius * np.exp(1j * angle)
        new = np.linalg.eigvals(hamiltonian(lam, U))
        order = linear_sum_assignment(abs(current[:, None] - new[None, :]))[1]
        current = new[order]
    return int(np.sum(abs(current - start) > 1e-6))


swap_ep = levels_exchanged(ep, 0.1, U_loop)
swap_real = levels_exchanged(abs(ep), 0.1, U_loop)
assert swap_ep == 2 and swap_real == 0


def series_terms(U, n_max):
    """General Rayleigh-Schroedinger recursion in the four-state space."""
    H0, V = T + U * W, U * (D - W)
    E = np.zeros(n_max + 1)
    psi = np.zeros((n_max + 1, 4))
    psi[0], E[0] = phi, phi @ H0 @ phi
    assert np.allclose(H0 @ phi, E[0] * phi)
    resolvent = np.linalg.pinv(E[0] * np.eye(4) - H0, rcond=1e-10)
    for k in range(1, n_max + 1):
        v = V @ psi[k - 1]
        E[k] = phi @ v
        psi[k] = resolvent @ (v - E[1:k] @ psi[k - 1:0:-1])
    return E


N_MAX = 400
U_values = (3., 3.9, 4., 4.1, 5.)
orders = (2, 10, 50, 100, 200, 400)
terms, errors, radius = {}, {}, {}
for U in U_values:
    E = series_terms(U, N_MAX)
    x = U / 4
    assert abs(E[0] + E[1] - phi @ (T + U * D) @ phi) < 1e-12
    assert abs(E[2] + U**2 / 16) < 1e-12
    for k in range(1, N_MAX // 2 + 1):
        closed = -2 * float(mp.binomial(mp.mpf('0.5'), k)) * x**(2 * k)
        # rounding accumulates over the long recursion
        assert abs(E[2 * k] / closed - 1) < 1e-6
    odd = np.arange(3, N_MAX, 2)
    assert np.all(abs(E[odd]) < 1e-10 * x**odd)
    # ratio of even terms, extrapolated linearly in 1/(k+1)
    k = 60
    r_new, r_old = E[2 * k + 2] / E[2 * k], E[2 * k] / E[2 * k - 2]
    limit = (k + 1) * r_new - k * r_old
    radius[U] = 1 / np.sqrt(-limit)
    assert abs(radius[U] - 4 / U) < 1e-6
    terms[U] = E
    errors[U] = abs(np.cumsum(E) - exact_energy(U))

# Convergence below and at 4t, divergence above
assert errors[3.][400] < 1e-12 and errors[3.9][400] < 1e-7
assert errors[4.][400] < errors[4.][200] < errors[4.][100] < 1e-2
for U in (4.1, 5.):
    assert errors[U][400] > 1 and errors[U][400] > 10 * errors[U][200]
boundary_law = 1 / (2 * np.sqrt(np.pi) * 200**1.5)
assert abs(errors[4.][400] / boundary_law - 1) < 0.01
abs_sum = np.sum(abs(terms[4.][2:]))
assert abs_sum < 2
smallest = {}
for U in (4.1, 5.):
    even = np.arange(2, N_MAX + 1, 2)
    smallest[U] = int(even[np.argmin(abs(terms[U][even]))])
    x2 = (U / 4)**2
    assert smallest[U] == 2 * int(np.ceil((1 + x2 / 2) / (x2 - 1)))

# Lowest real determinant with one electron of each spin
angles = np.linspace(0, np.pi, 721)
orbitals = np.array([np.cos(angles), np.sin(angles)])
dets = np.einsum('ia,jb,ijs->abs', orbitals, orbitals, pair)
det_min, rhf = {}, {}
for U in (1.9, 2.1, 3.):
    H = T + U * D
    det_min[U] = np.min(np.sum((dets @ H) * dets, axis=2))
    rhf[U] = phi @ H @ phi
assert abs(det_min[1.9] - rhf[1.9]) < 1e-10
assert det_min[2.1] < rhf[2.1] - 1e-3 and det_min[3.] < rhf[3.] - 1e-2

print("Energies in units of t; lam has no unit")
print("Site occupation per spin in the reference:", np.round(occupation, 6))
print("Discriminant of the four-state problem:", disc)
print("Exceptional points lam:", ep_roots)
print(f"U/t=5: exceptional point at lam = {ep:.4f}, energy {E_ep:.4f} t")
print(f"Rank of H-E there: {rank_ep}, of its square: {rank_ep_sq}")
print(f"Rank of H-U at lam=0: {rank_zero} (four states)")
print(f"Levels exchanged, circle of radius 0.1 around EP: {swap_ep}")
print(f"Levels exchanged, same circle around lam={abs(ep):.1f}: {swap_real}")
for U in U_values:
    print(f"U/t={U}: exact energy {exact_energy(U):.8f} t, "
          f"Hartree-Fock {terms[U][0] + terms[U][1]:.4f} t")
    print(f"  radius from terms {radius[U]:.6f}, 4t/U = {4 / U:.6f}")
for U in (3., 5.):
    print(f"U/t={U}: terms of order 0,1,2,4,6,8 (t):",
          " ".join(f"{terms[U][k]:.6f}" for k in (0, 1, 2, 4, 6, 8)))
print("Absolute error of partial sum (t) through orders", orders)
for U in U_values:
    print(f"  U/t={U}:", " ".join(f"{errors[U][k]:.2e}" for k in orders))
print(f"U/t=4, order 400: boundary law for the error {boundary_law:.3e} t")
print(f"U/t=4: sum of |E_n|, n=2..400: {abs_sum:.5f} t (bound 2 t)")
for U in smallest:
    k = smallest[U]
    print(f"U/t={U}: smallest even term at order {k}: {terms[U][k]:.3e} t")
for U in det_min:
    print(f"U/t={U}: restricted determinant {rhf[U]:.5f} t, "
          f"lowest determinant {det_min[U]:.5f} t")
print("finished without a failed check")
```

Output:

```
Energies in units of t; lam has no unit
Site occupation per spin in the reference: [0.5 0.5]
Discriminant of the four-state problem: 256*U**2*lam**2*t**8*(U**2*lam**2 + 16*t**2)
Exceptional points lam: [-4*I*t/U, 4*I*t/U]
U/t=5: exceptional point at lam = 0.0000+0.8000j, energy 5.0000-2.0000j t
Rank of H-E there: 3, of its square: 2
Rank of H-U at lam=0: 2 (four states)
Levels exchanged, circle of radius 0.1 around EP: 2
Levels exchanged, same circle around lam=0.8: 0
U/t=3.0: exact energy -1.00000000 t, Hartree-Fock -0.5000 t
  radius from terms 1.333333, 4t/U = 1.333333
U/t=3.9: exact energy -0.84329554 t, Hartree-Fock -0.0500 t
  radius from terms 1.025641, 4t/U = 1.025641
U/t=4.0: exact energy -0.82842712 t, Hartree-Fock 0.0000 t
  radius from terms 1.000000, 4t/U = 1.000000
U/t=4.1: exact energy -0.81400070 t, Hartree-Fock 0.0500 t
  radius from terms 0.975610, 4t/U = 0.975610
U/t=5.0: exact energy -0.70156212 t, Hartree-Fock 0.5000 t
  radius from terms 0.800000, 4t/U = 0.800000
U/t=3.0: terms of order 0,1,2,4,6,8 (t): 1.000000 -1.500000 -0.562500 0.079102 -0.022247 0.007821
U/t=5.0: terms of order 0,1,2,4,6,8 (t): 3.000000 -2.500000 -1.562500 0.610352 -0.476837 0.465661
Absolute error of partial sum (t) through orders (2, 10, 50, 100, 200, 400)
  U/t=3.0: 6.25e-02 9.04e-04 8.99e-10 1.78e-15 1.44e-15 1.44e-15
  U/t=3.9: 1.57e-01 1.74e-02 6.10e-04 6.13e-05 1.73e-06 3.88e-09
  U/t=4.0: 1.72e-01 2.31e-02 2.22e-03 7.92e-04 2.81e-04 9.95e-05
  U/t=4.1: 1.87e-01 3.04e-02 7.83e-03 9.59e-03 4.02e-02 1.99e+00
  U/t=5.0: 3.61e-01 2.71e-01 1.91e+02 4.76e+06 8.27e+15 7.06e+34
U/t=4, order 400: boundary law for the error 9.974e-05 t
U/t=4: sum of |E_n|, n=2..400: 1.92026 t (bound 2 t)
U/t=4.1: smallest even term at order 62: -1.530e-02 t
U/t=5.0: smallest even term at order 8: 4.657e-01 t
U/t=1.9: restricted determinant -1.05000 t, lowest determinant -1.05000 t
U/t=2.1: restricted determinant -0.95000 t, lowest determinant -0.95238 t
U/t=3.0: restricted determinant -0.50000 t, lowest determinant -0.66666 t
finished without a failed check
```
